# Stopping Diameter for Photoetching of CdS Nanoparticles at 450 nm: a program that tests the result

```python
"""
Result under test: photoetching of CdS spheres by light of photon energy w
stops at the diameter
    D = 4 A / (B + sqrt(B^2 + 4 A (w - Eg))),   w > Eg,
where the Brus absorption edge is E(R) = Eg + A/R^2 - B/R,
    A = (pi^2/2)(1/me + 1/mh),  B = J/eps,
    J = 2 - Si(2 pi)/pi + Si(4 pi)/(2 pi).
R: radius, Eg: bulk gap, me and mh: electron and hole masses (free electron
masses), eps: relative permittivity. Atomic units inside, eV and nm in print.
The program also sizes effects that the Brus edge leaves out.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.special import sici

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9

# Rough typical values for CdS in water at room temperature
wavelength_nm = 450.0
gap_eV = 2.42
me, mh = 0.20, 0.80
eps = 5.5              # high-frequency permittivity of CdS
eps_static = 8.9       # with full lattice screening
eps_water = 1.78       # optical permittivity of water
barrier_eV = 3.0       # both carriers, free electron mass outside
mh_perp, mh_par = 0.7, 5.0
gap_slope_eV_K = -4e-4
bath_rise_K = 20.0
tail_eV = 0.05         # absorption reaches this far below the edge
layer_nm = 0.34        # thickness of one CdS layer


def photon_energy(lam_nm):
    return const.h * const.c / (lam_nm * 1e-9) / const.e / HARTREE


gap = gap_eV / HARTREE
barrier = barrier_eV / HARTREE
w = photon_energy(wavelength_nm)
J = 2 - sici(2 * np.pi)[0] / np.pi + sici(4 * np.pi)[0] / (2 * np.pi)
A = np.pi**2 / 2 * (1 / me + 1 / mh)
B = J / eps


def edge(R):
    return gap + A / R**2 - B / R


def stop_radius(energy):
    return 2 * A / (B + np.sqrt(B**2 + 4 * A * (energy - gap)))


R_stop = stop_radius(w)
R_low, R_high = 1.0 / BOHR_NM, 6.0 / BOHR_NM

# Box energy: finite differences for u'' = -2 m E u with u(0) = u(R) = 0
n_grid = 2000
step = R_stop / n_grid
for mass in (me, mh):
    level = eigh_tridiagonal(np.full(n_grid - 1, 1 / (mass * step**2)),
                             np.full(n_grid - 2, -0.5 / (mass * step**2)),
                             select="i", select_range=(0, 0))[0][0]
    assert abs(level / (np.pi**2 / (2 * mass * R_stop**2)) - 1) < 1e-5

# Stopping radius: direct root search, and the side on which light is absorbed
root = brentq(lambda R: edge(R) - w, R_low, R_high, xtol=1e-12)
assert abs(root / R_stop - 1) < 1e-9
scan = np.geomspace(0.05 * R_stop, 500 * R_stop, 20001)
assert np.array_equal(edge(scan) < w, scan > R_stop)

# Simulated etch: each particle loses material only while it absorbs
start_nm = np.array([3.0, 3.8, 4.5, 6.0, 8.0])
radii = start_nm / 2 / BOHR_NM
etch_step = 0.001
active = edge(radii) < w
while active.any():
    radii[active] -= etch_step
    active = edge(radii) < w
final_nm = 2 * radii * BOHR_NM
large = start_nm > 2 * R_stop * BOHR_NM
assert large.any() and (~large).any()
assert np.all(abs(radii[large] - R_stop) <= 1.01 * etch_step)
assert np.allclose(final_nm[~large], start_nm[~large])

# Minimum of the Brus curve, beyond which the formula loses its meaning
R_min = 2 * A / B
dip = B**2 / (4 * A)
found = minimize_scalar(edge, bounds=(R_stop, 20 * R_stop), method="bounded",
                        options={"xatol": 1e-6})
assert abs(found.x / R_min - 1) < 1e-3
assert abs(gap - found.fun - dip) < 1e-9

# Sensitivity of the final diameter to the wavelength
slope = -2 * A / R_stop**3 + B / R_stop**2
dD_dlam = -2 * w / (wavelength_nm * slope) * BOHR_NM
roots = [brentq(lambda R: edge(R) - photon_energy(wavelength_nm + d),
                R_low, R_high, xtol=1e-12) for d in (-0.1, 0.1)]
assert abs((roots[1] - roots[0]) * 2 * BOHR_NM / 0.2 / dD_dlam - 1) < 1e-4

# Correlation: box ground state times F(re, rh, s), unit sphere.
# Quadrature over larger radius x, smaller radius x*y, and separation s.
node, weight = np.polynomial.legendre.leggauss(24)
node01, weight01 = (node + 1) / 2, weight / 2
ang, wang = np.polynomial.legendre.leggauss(12)
x, y, t = [g.ravel() for g in np.meshgrid(node01, node01, ang, indexing="ij")]
wx, wy, wt = [g.ravel() for g in
              np.meshgrid(weight01, weight01, wang, indexing="ij")]
sep = x * (1 + y * t)
vol = wx * wy * wt * x * x * y * sep
vol = vol * np.sin(np.pi * x)**2 * np.sin(np.pi * x * y)**2 / (x * x * y)
re = np.concatenate([x, x * y])
rh = np.concatenate([x * y, x])
s = np.concatenate([sep, sep])
vol = np.concatenate([vol, vol])
vol = vol / vol.sum()

powers = [(k, a, b) for k in range(4) for a in (0, 2, 4) for b in (0, 2, 4)]


def power_and_slope(r, n):
    return r**n, (n * r**(n - 1) if n > 0 else np.zeros_like(r))


F, F_e, F_h, F_s = [], [], [], []
for k, a, b in powers:
    fs, ds = power_and_slope(s, k)
    fe, de = power_and_slope(re, a)
    fh, dh = power_and_slope(rh, b)
    F.append(fs * fe * fh)
    F_e.append(fs * de * fh)
    F_h.append(fs * fe * dh)
    F_s.append(ds * fe * fh)
F, F_e, F_h, F_s = map(np.array, (F, F_e, F_h, F_s))


def kinetic(F_r, r, other):
    cosine = (r**2 - other**2 + s**2) / (2 * r * s)
    cross = (F_r * (vol * cosine)) @ F_s.T
    return 0.5 * ((F_r * vol) @ F_r.T + (F_s * vol) @ F_s.T + cross + cross.T)


overlap = (F * vol) @ F.T
coulomb = (F * (vol / s)) @ F.T
kin = kinetic(F_e, re, rh) / me + kinetic(F_h, rh, re) / mh
assert abs(coulomb[0, 0] / overlap[0, 0] - J) < 1e-8


def orthonormal_set(index):
    S = overlap[np.ix_(index, index)]
    scale = 1 / np.sqrt(np.diag(S))
    val, vec = eigh(S * np.outer(scale, scale))
    keep = val > 1e-9
    return scale[:, None] * vec[:, keep] / np.sqrt(val[keep])


def reduced(index):
    X = orthonormal_set(index)
    pick = np.ix_(index, index)
    return X.T @ kin[pick] @ X, X.T @ coulomb[pick] @ X


kin_full, coul_full = reduced(list(range(len(powers))))
kin_small, coul_small = reduced(
    [i for i, (k, a, b) in enumerate(powers) if k <= 2 and a <= 2 and b <= 2])

# Without attraction the matrices must give known levels of two free particles:
# ground state, hole in its second s level, both particles in p levels
free = np.linalg.eigvalsh(kin_full)[:3]
p_root = brentq(lambda q: np.sin(q) - q * np.cos(q), 4, 5)
hole_2s = 3 * np.pi**2 / (2 * mh)
pair_p = (p_root**2 - np.pi**2) / 2 * (1 / me + 1 / mh)
assert abs(free[0]) < 1e-3
assert abs(free[1] / hole_2s - 1) < 0.01
assert abs(free[2] / pair_p - 1) < 0.01


def correlation(R, T=kin_full, C=coul_full):
    return np.linalg.eigvalsh(T / R**2 - C / (eps * R))[0] + J / (eps * R)


corr_change = abs(correlation(R_stop)
                  - correlation(R_stop, kin_small, coul_small)) * HARTREE
assert correlation(R_stop) < 0 and corr_change < 1e-3

# Surface polarization: coefficients checked by matching at the surface
ell = np.arange(1, 201)
alpha = (ell + 1) * (eps - eps_water) / (
    eps * (eps * ell + eps_water * (ell + 1)))
for l in (1, 2, 5, 20):
    # unknowns: reaction field inside, decaying field outside; unit source
    matrix = np.array([[1.0, -1.0], [eps * l, eps_water * (l + 1)]])
    inside = np.linalg.solve(matrix, np.array([-1 / eps, l + 1.0]))[0]
    assert abs(inside / alpha[l - 1] - 1) < 1e-10
q, wq = np.polynomial.legendre.leggauss(300)
q, wq = (q + 1) / 2, wq / 2
moments = np.array([np.sum(wq * 2 * np.sin(np.pi * q)**2 * q**(2 * l))
                    for l in ell])
pol_sum = np.sum(alpha * moments)


# Finite barrier: matching formula against a radial grid
def well_level(R, mass):
    def mismatch(z):
        kappa_R = np.sqrt(max(2 * barrier * R**2 - z**2 / mass, 0.0))
        return z / np.tan(z) - 1 + mass * (1 + kappa_R)
    top = min(np.pi, R * np.sqrt(2 * mass * barrier)) - 1e-9
    z = brentq(mismatch, 1e-6, top)
    return z**2 / (2 * mass * R**2)


def well_level_grid(R, mass, n_in=2000):
    n, h = 2 * n_in, R / n_in
    r = (np.arange(n) + 0.5) * h
    face = (np.arange(n) + 1.0) * h
    m = np.where(r < R, mass, 1.0)
    m_face = np.append((m[1:] + m[:-1]) / 2, 1.0)
    g = face**2 / (2 * m_face * h**2)
    diag = (g + np.append(0.0, g[:-1])) / r**2 + np.where(r < R, 0.0, barrier)
    off = -g[:-1] / (r[:-1] * r[1:])
    return eigh_tridiagonal(diag, off, select="i", select_range=(0, 0))[0][0]


for mass in (me, mh):
    assert abs(well_level_grid(R_stop, mass)
               / well_level(R_stop, mass) - 1) < 2e-3


# Two-band electron energy, checked by diagonalization
def box(R, mass):
    return np.pi**2 / (2 * mass * R**2)


def two_band(R):
    return gap / 2 * (np.sqrt(1 + 4 * box(R, me) / gap) - 1)


coupling = np.sqrt(box(R_stop, me) * gap)
upper = np.linalg.eigvalsh(np.array([[gap, coupling], [coupling, 0.0]]))[1]
assert abs(upper - gap - two_band(R_stop)) < 1e-12

mh_mean = 3 / (2 / mh_perp + 1 / mh_par)
effects = {
    "correlation": correlation,
    "surface polarization": lambda R: pol_sum / R,
    "finite barriers": lambda R: (well_level(R, me) - box(R, me)
                                  + well_level(R, mh) - box(R, mh)),
    "nonparabolic electron": lambda R: two_band(R) - box(R, me),
    "anisotropic hole": lambda R: box(R, mh_mean) - box(R, mh),
    "lattice screening": lambda R: J / R * (1 / eps - 1 / eps_static),
    "warmer bath": lambda R: gap_slope_eV_K * bath_rise_K / HARTREE,
    "absorption tail": lambda R: -tail_eV / HARTREE,
}
table = []
for name, shift in effects.items():
    R_new = brentq(lambda R: edge(R) + shift(R) - w, R_low, R_high)
    dE = shift(R_stop)
    assert (R_new - R_stop) * dE > 0   # a higher edge stops the etch earlier
    table.append((name, dE * HARTREE, 2 * R_new * BOHR_NM))

D_nm = 2 * R_stop * BOHR_NM
mu = 1 / (1 / me + 1 / mh)
half_layer = layer_nm / 2 / BOHR_NM
print(f"Wavelength: {wavelength_nm:.0f} nm")
print(f"Photon energy: {w * HARTREE:.4f} eV")
print(f"Bulk gap (rough): {gap_eV:.2f} eV")
print(f"Photon energy minus gap: {(w - gap) * HARTREE:.4f} eV")
print(f"Wavelength of bulk gap: "
      f"{wavelength_nm * w / gap:.1f} nm")
print(f"Electron, hole mass (rough): {me:.2f}, {mh:.2f} m0")
print(f"Permittivity of CdS, high frequency (rough): {eps:.1f}")
print(f"Coulomb coefficient J: {J:.5f}")
print(f"J by quadrature: {coulomb[0, 0] / overlap[0, 0]:.5f}")
print(f"A: {A * HARTREE * BOHR_NM**2:.4f} eV nm^2")
print(f"B: {B * HARTREE * BOHR_NM:.4f} eV nm")
print(f"Stopping radius: {R_stop * BOHR_NM:.3f} nm")
print(f"Stopping diameter: {D_nm:.3f} nm = {10 * D_nm:.2f} angstrom")
print(f"Electron confinement at stop: {box(R_stop, me) * HARTREE:.4f} eV")
print(f"Hole confinement at stop: {box(R_stop, mh) * HARTREE:.4f} eV")
print(f"Coulomb term at stop: {-B / R_stop * HARTREE:.4f} eV")
print(f"Diameter without Coulomb term: "
      f"{2 * np.sqrt(A / (w - gap)) * BOHR_NM:.3f} nm")
print(f"Exciton Bohr radius: {eps / mu * BOHR_NM:.3f} nm")
print(f"Radius of Brus minimum: {R_min * BOHR_NM:.2f} nm")
print(f"Depth of minimum below gap: {dip * HARTREE:.4f} eV")
print(f"Edge slope dE/dD at stop: {slope * HARTREE / (2 * BOHR_NM):.4f} eV/nm")
print(f"dD/dwavelength: {dD_dlam:.4f} nm per nm")
print("Etch simulation, start diameters (nm):",
      " ".join(f"{d:.2f}" for d in start_nm))
print("Etch simulation, final diameters (nm):",
      " ".join(f"{d:.2f}" for d in final_nm))
print(f"Layer thickness (rough): {layer_nm:.2f} nm")
print(f"Edge, radius half a layer larger: "
      f"{edge(R_stop + half_layer) * HARTREE:.3f} eV")
print(f"Edge, radius half a layer smaller: "
      f"{edge(R_stop - half_layer) * HARTREE:.3f} eV")
print(f"Optical permittivity of water (rough): {eps_water:.2f}")
print(f"Static permittivity of CdS (rough): {eps_static:.1f}")
print(f"Barrier for each carrier (rough): {barrier_eV:.1f} eV")
print(f"Hole mass across, along axis (rough): {mh_perp:.1f}, {mh_par:.1f} m0")
print(f"Averaged hole mass: {mh_mean:.3f} m0")
print(f"Gap slope (rough): {gap_slope_eV_K:.4f} eV/K")
print(f"Bath temperature rise: {bath_rise_K:.0f} K")
print(f"Absorption tail (rough): {tail_eV:.2f} eV")
print(f"Polarization sum: {pol_sum:.4f}")
print(f"Correlation, change from smaller basis: {corr_change:.1e} eV")
print("Neglected effect: edge shift at stop, new diameter")
for name, dE, D_new in table:
    print(f"  {name}: {dE:+.4f} eV, {D_new:.2f} nm")
print(f"Smallest, largest diameter in list: "
      f"{min(row[2] for row in table):.2f}, "
      f"{max(row[2] for row in table):.2f} nm")
print("OK")
```

Printed output:

```
Wavelength: 450 nm
Photon energy: 2.7552 eV
Bulk gap (rough): 2.42 eV
Photon energy minus gap: 0.3352 eV
Wavelength of bulk gap: 512.3 nm
Electron, hole mass (rough): 0.20, 0.80 m0
Permittivity of CdS, high frequency (rough): 5.5
Coulomb coefficient J: 1.78607
J by quadrature: 1.78607
A: 2.3502 eV nm^2
B: 0.4676 eV nm
Stopping radius: 2.041 nm
Stopping diameter: 4.081 nm = 40.81 angstrom
Electron confinement at stop: 0.4515 eV
Hole confinement at stop: 0.1129 eV
Coulomb term at stop: -0.2291 eV
Diameter without Coulomb term: 5.296 nm
Exciton Bohr radius: 1.819 nm
Radius of Brus minimum: 10.05 nm
Depth of minimum below gap: 0.0233 eV
Edge slope dE/dD at stop: -0.2204 eV/nm
dD/dwavelength: 0.0278 nm per nm
Etch simulation, start diameters (nm): 3.00 3.80 4.50 6.00 8.00
Etch simulation, final diameters (nm): 3.00 3.80 4.08 4.08 4.08
Layer thickness (rough): 0.34 nm
Edge, radius half a layer larger: 2.689 eV
Edge, radius half a layer smaller: 2.842 eV
Optical permittivity of water (rough): 1.78
Static permittivity of CdS (rough): 8.9
Barrier for each carrier (rough): 3.0 eV
Hole mass across, along axis (rough): 0.7, 5.0 m0
Averaged hole mass: 0.981 m0
Gap slope (rough): -0.0004 eV/K
Bath temperature rise: 20 K
Absorption tail (rough): 0.05 eV
Polarization sum: 0.0737
Correlation, change from smaller basis: 2.9e-04 eV
Neglected effect: edge shift at stop, new diameter
  correlation: -0.0266 eV, 3.97 nm
  surface polarization: +0.0520 eV, 4.33 nm
  finite barriers: -0.2010 eV, 2.74 nm
  nonparabolic electron: -0.0625 eV, 3.75 nm
  anisotropic hole: -0.0209 eV, 3.99 nm
  lattice screening: +0.0875 eV, 4.50 nm
  warmer bath: -0.0080 eV, 4.05 nm
  absorption tail: -0.0500 eV, 3.87 nm
Smallest, largest diameter in list: 2.74, 4.50 nm
OK
```
